\section*{Concavity of Atomic Ground Energies and Bounds on Helium}

\section{What neighbouring ions say about helium}

The ions H$^-$, Li$^+$ and Be$^{2+}$ have the same two electrons as helium and differ from it in the charge of the nucleus. If their ground energies are known, how much freedom is left for that of helium? A smooth curve drawn through the neighbours would suggest a value, but without an estimate of its error. The variational principle does better. It fixes the sign of the curvature of the energy as a function of nuclear charge, and this turns interpolation and extrapolation into inequalities.

\subsection{The energy as an infimum}

Consider $N$ electrons and a fixed point nucleus of charge $Z$, without relativity. In Hartree atomic units,
\begin{equation}
H(Z)=T-ZA+B,\qquad T=\sum_i\frac{p_i^2}{2},\quad A=\sum_i\frac1{r_i},\quad B=\sum_{i<j}\frac1{r_{ij}} .
\label{H}
\end{equation}
The operators $T$, $A$ and $B$ do not contain $Z$. Let $\mathcal D$ be the set of normalised antisymmetric functions of space and spin with finite kinetic energy. The ground energy at fixed $N$ is
\begin{equation}
E(Z)=\inf_{\psi\in\mathcal D}\langle\psi|H(Z)|\psi\rangle .
\label{inf}
\end{equation}
The charge may be any positive real number, although nuclei supply the integers.

This quantity is finite. The hydrogenic ground energy gives $\langle p_i^2/2-Z/r_i\rangle\ge-Z^2/2$ for each electron, and $B\ge0$, so $E(Z)\ge-NZ^2/2$. The same inequality, read as $\langle1/r_i\rangle\le\langle p_i^2/2\rangle/Z+Z/2$, shows that $\langle A\rangle$ is finite on $\mathcal D$. With the position of another electron taken as the centre, it shows that $\langle B\rangle$ is finite too.

An infimum need not be attained. If the nucleus cannot hold all $N$ electrons, trial functions with some electrons far away approach $E(Z)$, and no bound $N$-electron state has that energy. The proofs below do not require one.

\subsection{Concavity in the nuclear charge}

Take two charges $Z_0,Z_1$ and an intermediate one, $Z=wZ_0+(1-w)Z_1$ with $0\le w\le1$. Since $w+(1-w)=1$, the terms $T$ and $B$ can be divided in the same proportions as $ZA$, and for every $\psi\in\mathcal D$
\begin{align}
\langle H(Z)\rangle_\psi&=w\langle H(Z_0)\rangle_\psi+(1-w)\langle H(Z_1)\rangle_\psi\nonumber\\
&\ge wE(Z_0)+(1-w)E(Z_1).
\label{proof}
\end{align}
The second line uses \eqref{inf} at each end. Its right side does not depend on $\psi$, so it is also a lower bound to the infimum of the left side:
\begin{equation}
E\bigl(wZ_0+(1-w)Z_1\bigr)\ge wE(Z_0)+(1-w)E(Z_1).
\label{concZ}
\end{equation}
Thus $E$ is concave in $Z$: its graph lies on or above each of its chords. Each trial function gives a straight line in $Z$, and the ground energy is the lower envelope of these lines.

Concavity also limits extrapolation. Let $f$ be concave and let $b=wa+(1-w)c$ with $0<w<1$. Solving $f(b)\ge wf(a)+(1-w)f(c)$ for the value at the outer point $a$ gives
\begin{equation}
f(a)\le\frac{f(b)-(1-w)f(c)}{w}.
\label{extra}
\end{equation}
The right side is the line through $c$ and $b$, continued to $a$. A chord therefore bounds $f$ from below between its end points and from above beyond them.

For helium, \eqref{concZ} with $w=\tfrac12$ and \eqref{extra} with $a=2$, $b=3$, $c=4$ give
\begin{equation}
\tfrac12[E(1)+E(3)]\le E(2)\le2E(3)-E(4).
\label{weak}
\end{equation}
These bounds are correct but wide. At large $Z$ the attraction dominates and the ratio $E/Z^2$ for two electrons approaches $-1$, so the leading term of the energy is $-Z^2$. Putting $-Z^2$ into \eqref{weak} gives $-5\le E(2)\le-2$, a width of 3 hartree. Most of the curvature comes from this trivial growth with $Z$, which should be removed first.

\subsection{Scaling and concavity in $1/Z$}

Measure lengths in units that shrink with the ion by setting $\mathbf r_i=\mathbf x_i/Z$. Then $\nabla_{r_i}=Z\nabla_{x_i}$, so $T$ acquires a factor $Z^2$. Each inverse distance acquires a factor $Z$, so $ZA$ becomes $Z^2A$ and $B$ becomes $ZB$. Hence
\begin{equation}
H(Z)=Z^2h(\lambda),\qquad h(\lambda)=T-A+\lambda B,\qquad\lambda=\frac1Z ,
\label{h}
\end{equation}
where $T$, $A$ and $B$ are now formed with the coordinates $\mathbf x_i$. The functions are related by $\psi(\mathbf r_1,\dots)=Z^{3N/2}\varphi(Z\mathbf r_1,\dots)$, where the prefactor preserves the norm. This maps $\mathcal D$ one-to-one onto itself, so the infima obey
\begin{equation}
E(Z)=Z^2e(1/Z),\qquad e(\lambda)=\inf_{\varphi\in\mathcal D}\langle\varphi|h(\lambda)|\varphi\rangle .
\label{e}
\end{equation}
The parameter $\lambda$ is the strength of the electron repulsion relative to the nuclear attraction. Since $h$ is linear in $\lambda$, the argument of \eqref{proof} applies with $\lambda$ in place of $Z$:
\begin{equation}
e\bigl(w\lambda_0+(1-w)\lambda_1\bigr)\ge we(\lambda_0)+(1-w)e(\lambda_1).
\label{concl}
\end{equation}

The two concavities are different statements. Where $e$ is twice differentiable, $d\lambda/dZ=-\lambda^2$ gives $E'(Z)=2Ze-e'$, and a second differentiation gives
\begin{equation}
E''(Z)=2e-2\lambda e'+\lambda^2e'' .
\label{curv}
\end{equation}
Here $e<0$, as shown below, and $e'\ge0$ because $B\ge0$. Then $e''\le0$ implies $E''\le0$. The converse fails for general functions: $E=-Z^2+c$ is concave in $Z$ for every constant $c$, whereas $e=-1+c\lambda^2$ is convex when $c>0$. Concavity in $1/Z$ therefore carries more information.

\subsection{Bounds on helium}

On the $\lambda$ axis, H$^-$, He, Li$^+$ and Be$^{2+}$ lie at $1,\tfrac12,\tfrac13,\tfrac14$. Helium lies between Li$^+$ and H$^-$, with $\tfrac12=\tfrac34\cdot\tfrac13+\tfrac14\cdot1$. Inserting this in \eqref{concl} and multiplying by $Z^2=4$ gives
\begin{equation}
E(2)\ge4\left[\frac34\,\frac{E(3)}9+\frac14E(1)\right]=E(1)+\tfrac13E(3).
\label{low}
\end{equation}
For an upper bound, place Li$^+$ between helium and Be$^{2+}$: $\tfrac13=\tfrac13\cdot\tfrac12+\tfrac23\cdot\tfrac14$. With $w=\tfrac13$, \eqref{extra} gives $e(\tfrac12)\le3e(\tfrac13)-2e(\tfrac14)$, or
\begin{equation}
E(2)\le4\left[\frac{3E(3)}9-\frac{2E(4)}{16}\right]=\tfrac43E(3)-\tfrac12E(4).
\label{up}
\end{equation}
The limit $\lambda=0$ can replace Be$^{2+}$. There the electrons do not repel each other, both occupy the hydrogenic 1s orbital with opposite spins, and $e(0)=-\tfrac12-\tfrac12=-1$. From $\tfrac13=\tfrac23\cdot\tfrac12+\tfrac13\cdot0$ follows $e(\tfrac12)\le\tfrac32e(\tfrac13)+\tfrac12$, hence
\begin{equation}
E(2)\le2+\tfrac23E(3).
\label{uplim}
\end{equation}

The energies needed were computed variationally with spin-singlet functions built from
\begin{equation}
e^{-a(r_1+r_2)}(r_1+r_2)^i(r_1-r_2)^jr_{12}^k,\qquad j\ \text{even},\quad i+j+k\le6 .
\end{equation}
There are 50 such functions, and $a$ was optimised for each ion. In hartree, the results are $E(1)=-0.527743$, $E(3)=-7.279913$ and $E(4)=-13.655565$. Then
\begin{align}
\text{\eqref{low}:}\quad&-0.527743-2.426638=-2.9544,\nonumber\\
\text{\eqref{up}:}\quad&-9.706551+6.827783=-2.8788,\label{num}\\
\text{\eqref{uplim}:}\quad&2-4.853275=-2.8533.\nonumber
\end{align}
A direct calculation for helium in the same type of basis gives $-2.9037$ hartree, inside the bounds. The interval from \eqref{low} and \eqref{up} is 0.0756 hartree wide, whereas \eqref{weak} allows everything from $-3.9038$ to $-0.9043$ hartree. Removing the factor $Z^2$ has narrowed the interval about forty times.

The inputs are variational, so each lies above the true energy by some $\delta_Z\ge0$. The true right side of \eqref{low} is therefore lower than the computed one by $\delta_1+\delta_3/3$, and the computed number is not a certified lower bound. In \eqref{up}, the error $\delta_4$ likewise acts in the unsafe direction. Enlarging the basis from 34 to 50 functions lowered $E(1)$ by $3.6\times10^{-5}$ hartree and the other energies by less than $3\times10^{-6}$ hartree. If the remaining errors are of similar size, they are some two thousand times smaller than the interval. This is an estimate from convergence, not a proof. A larger basis of correlated exponentials lowers $E(1)$ by a further $8\times10^{-6}$ hartree and $E(4)$ by about $10^{-6}$ hartree, which changes the last digit quoted for these energies but not the four decimals of the bounds. Bound \eqref{uplim} needs no such estimate: $E(3)$ enters with a positive coefficient, so a variational value can only weaken the bound.

\subsection{Where the gap comes from}

The lower bound \eqref{low} misses the direct energy by 0.051 hartree. To see why, let $\varphi$ be the ground state of $h(\tfrac12)$, which is helium in scaled coordinates. Linearity of $h$ gives $e(\tfrac12)=\tfrac34\langle h(\tfrac13)\rangle_\varphi+\tfrac14\langle h(1)\rangle_\varphi$. Subtracting the chord leaves
\begin{align}
e(\tfrac12)-\tfrac34e(\tfrac13)-\tfrac14e(1)
={}&\tfrac34\bigl[\langle h(\tfrac13)\rangle_\varphi-e(\tfrac13)\bigr]\nonumber\\
&+\tfrac14\bigl[\langle h(1)\rangle_\varphi-e(1)\bigr].
\label{gap}
\end{align}
Each bracket is the error made when the scaled helium state serves as a trial state for a neighbour, and neither can be negative.

The computed state has $\langle T\rangle=0.725931$, $\langle A\rangle=1.688317$ and $\langle B\rangle=0.472910$. For Li$^+$ it gives $0.725931-1.688317+0.472910/3=-0.804749$, which is 0.004130 above $e(\tfrac13)$. For H$^-$ it gives $-0.489476$, which is 0.038267 above $e(1)$. The gap is
\begin{equation}
\tfrac34(0.004130)+\tfrac14(0.038267)=0.003098+0.009567=0.0127 ,
\end{equation}
and multiplication by 4 returns 0.051 hartree. Three quarters of it come from H$^-$, although that ion has the smaller weight. The scaled helium state even puts H$^-$ above $-\tfrac12$ hartree, the energy of a hydrogen atom and a distant electron at rest. At this fixed scale the helium state fails to show that H$^-$ is bound. The failure lies in its size: once the scale is optimised, as in the next section, the same shape gives $-(1.688317-0.472910)^2/(4\times0.725931)=-0.5087$ hartree, below the threshold. Rescaling removes about half of the excess; the remaining 0.019 hartree is due to the shape.

The same state gives the slope of the curve. For every $\lambda$, the variational principle requires
\begin{equation}
e(\lambda)\le\langle h(\lambda)\rangle_\varphi=e(\tfrac12)+(\lambda-\tfrac12)\langle B\rangle_\varphi ,
\end{equation}
with equality at $\lambda=\tfrac12$. The difference of the two sides has a minimum there, so if $e$ is differentiable, $e'(\tfrac12)=\langle B\rangle_\varphi$. A finite-difference slope of the computed energies agrees, at 0.472910. In a larger basis both become 0.472909 and the excess for H$^-$ becomes 0.038274, so the sixth decimal of these numbers is not converged.

\subsection{A sharper form: convexity of $\sqrt{-E}$}

Scaling was used above to remove one factor of $Z^2$. It can also be applied to each trial function separately. Replace $\psi$ by $\psi_\alpha(\mathbf r_1,\dots)=\alpha^{3N/2}\psi(\alpha\mathbf r_1,\dots)$ with $\alpha>0$. By the same counting of factors as before,
\begin{equation}
\langle H\rangle_{\psi_\alpha}=\alpha^2K-\alpha P,\qquad K=\langle T\rangle_\psi,\quad P=Z\langle A\rangle_\psi-\langle B\rangle_\psi .
\end{equation}
If $P>0$, the derivative $2\alpha K-P$ vanishes at $\alpha=P/2K$, and the minimum is $P^2/4K-P^2/2K=-P^2/4K$. If $P\le0$, the expression is positive and its infimum, approached as $\alpha\to0$, is zero.

Functions with $P>0$ exist for every $Z>0$. Put one electron in the hydrogenic 1s orbital and the others far away, far from each other and spread out. The energy then approaches $-Z^2/2$, so $E(Z)\le-Z^2/2<0$, and therefore $e(\lambda)\le-\tfrac12$. Functions with $P\le0$ can be ignored, and the infimum over $\psi$ becomes
\begin{equation}
s(Z)\equiv\sqrt{-E(Z)}=\sup_{\psi\in\mathcal D}\frac{Z\langle A\rangle_\psi-\langle B\rangle_\psi}{2\sqrt{\langle T\rangle_\psi}} .
\label{sup}
\end{equation}
For helium, the expectation values of the last section give $2(1.688317-0.236455)/(2\sqrt{0.725931})=1.70403$, equal to $\sqrt{2.903724}$. The factor 2 in front is $Z$, since $s(Z)=Z\sqrt{-e(1/Z)}$.

For each $\psi$ the quotient in \eqref{sup} is a straight line in $Z$. At an intermediate charge it is the weighted mean of its end values, which are at most $s(Z_0)$ and $s(Z_1)$. Taking the supremum shows that $s$ is convex:
\begin{equation}
s\bigl(wZ_0+(1-w)Z_1\bigr)\le ws(Z_0)+(1-w)s(Z_1).
\label{convs}
\end{equation}
Applied to $h(\lambda)$, the argument shows that $\sigma(\lambda)=\sqrt{-e(\lambda)}$ is convex in $\lambda$. To compare with \eqref{concl}, square the inequality for $\sigma$, whose two sides are positive. With $\sigma_0=\sigma(\lambda_0)$, $\sigma_1=\sigma(\lambda_1)$ and $\lambda=w\lambda_0+(1-w)\lambda_1$,
\begin{align}
-e(\lambda)&\le\bigl[w\sigma_0+(1-w)\sigma_1\bigr]^2\nonumber\\
&=w\sigma_0^2+(1-w)\sigma_1^2-w(1-w)(\sigma_0-\sigma_1)^2 .
\label{gain}
\end{align}
Dropping the last term gives \eqref{concl}, so that term measures the improvement. In the same way, \eqref{convs} implies \eqref{concZ}.

For helium, \eqref{convs} and its continuation beyond the end points give
\begin{equation}
2s(3)-s(4)\le s(2)\le\tfrac12[s(1)+s(3)] .
\label{sb}
\end{equation}
Since $s(Z)=Z\sigma(1/Z)$, dividing by 2 turns these into $3\sigma(\tfrac13)-2\sigma(\tfrac14)\le\sigma(\tfrac12)\le\tfrac34\sigma(\tfrac13)+\tfrac14\sigma(1)$, which is convexity of $\sigma$ at the points used in \eqref{low} and \eqref{up}. With $s(1)=0.726459$, $s(3)=2.698131$ and $s(4)=3.695344$, this reads $1.70092\le s(2)\le1.71230$. Both limits are positive, so squaring preserves their order, and the change of sign reverses it:
\begin{equation}
-2.9320\le E(2)\le-2.8931\ \text{hartree}.
\label{best}
\end{equation}
The width, 0.0388 hartree, is about half that obtained from concavity in $1/Z$. The inputs are the same variational energies, so the reservation about their errors still applies.

Removing one electron from helium leaves He$^+$, whose energy is $-Z^2/2=-2$ hartree. The first ionisation energy is $-2-E(2)$, and \eqref{best} places it between 0.8931 and 0.9320 hartree, or 24.30 and 25.36 eV. The direct value is 0.9037 hartree, or 24.59 eV. The uncertainty that was 1.3\% of the total energy is 4.3\% of the ionisation energy, because the large energy of He$^+$ has been subtracted.

\subsection{The negative ion from its neighbours}

The inequalities can also be turned towards H$^-$. Its binding is a delicate question, since $E(1)$ must lie below $-\tfrac12$ hartree. Solving \eqref{low} for $E(1)$ gives
\begin{equation}
E(1)\le E(2)-\tfrac13E(3)=-2.903724+2.426638=-0.4771\ \text{hartree},
\end{equation}
which does not decide the matter. Solving the right half of \eqref{sb} for $s(1)$ gives
\begin{equation}
s(1)\ge2s(2)-s(3)=3.408064-2.698131=0.70993 ,
\end{equation}
and therefore $E(1)\le-0.5040$ hartree. This is below the threshold: the energies of He and Li$^+$ imply that the proton binds a second electron. An error in the variational $E(2)$ is harmless here, because the true $s(2)$ is at least as large as the computed one. An error in $E(3)$ acts the other way. To remove the conclusion, $s(3)$ would have to grow by $0.70993-0.70711=0.0028$, which means that $E(3)$ would have to be lower by about $2(2.698)(0.0028)=0.015$ hartree. The last enlargement of the basis changed it by $2.5\times10^{-6}$ hartree.

\subsection{More electrons, and the limits of the argument}

Nothing in the proofs restricts $N$. For three electrons, Be$^+$ lies between Li and B$^{2+}$, with $\tfrac14=\tfrac38\cdot\tfrac13+\tfrac58\cdot\tfrac15$, so that
\begin{equation}
E(4)\ge16\left[\frac38\,\frac{E(3)}9+\frac58\,\frac{E(5)}{25}\right]=\tfrac23E(3)+\tfrac25E(5).
\end{equation}
Full configuration interaction in a small Gaussian basis of s and p functions gives $-7.4717$, $-14.3161$ and $-23.4118$ hartree for Li, Be$^+$ and B$^{2+}$. The right side is $-4.9811-9.3647\approx-14.346$ hartree, below the Be$^+$ energy as required. Convexity of $s$ raises the bound to $-14.3339$ hartree. In a fixed finite basis, concavity in $Z$ follows from \eqref{proof} unchanged. The other two inequalities could fail there, because stretching a function leads out of the basis, so their success is a test. These energies are not reference values. The basis omits functions of higher angular momentum, and its s and p part is not saturated: enlarging it to 14 s and 7 p shells lowers the three energies by about 0.002, 0.004 and 0.007 hartree and both bounds by 0.004 hartree, while the sharper bound stays 0.018 hartree below the Be$^+$ energy.

Three conditions carry the argument. First, $N$ is fixed; the inequalities do not relate He to He$^+$. Secondly, the energy is the lowest one in a set of functions that does not depend on the parameter. The lowest level of a given spin and spatial symmetry also qualifies, but a higher level of the same symmetry need not be concave. A two-level model shows this: the matrix with diagonal elements $q,-q$ and a fixed coupling $c\ne0$ is linear in $q$, its lower eigenvalue $-\sqrt{q^2+c^2}$ is concave, and its upper eigenvalue $\sqrt{q^2+c^2}$ is convex. The model shows only that the proof does not cover higher levels; the computed $2\,^1S$ level of $h(\lambda)$ is in fact concave for $0\le\lambda\le0.7$. Thirdly, the proofs use the linear dependence of the Hamiltonian on the parameter, and those of the results in $1/Z$ and for $\sqrt{-E}$ also use the scaling of $T$, $A$ and $B$. Relativistic corrections, a nucleus of finite size and a nuclear mass that changes from one element to the next all disturb these conditions. The bounds therefore apply to the Hamiltonian \eqref{H}, and a comparison with measured energies would require those effects to be treated separately.

\section*{Calculated quantities}
\begin{verbatim}
Hylleraas functions, large and small basis: 50, 34
H-: Z = 1, E = -0.527743 hartree
  E/Z^2 = -0.527743 hartree, sqrt(-E) = 0.726459 hartree^0.5
  small basis minus large basis = 3.6e-05 hartree
He: Z = 2, E = -2.903724 hartree
  E/Z^2 = -0.725931 hartree, sqrt(-E) = 1.704032 hartree^0.5
  small basis minus large basis = 2.7e-06 hartree
Li+: Z = 3, E = -7.279913 hartree
  E/Z^2 = -0.808879 hartree, sqrt(-E) = 2.698131 hartree^0.5
  small basis minus large basis = 2.5e-06 hartree
Be2+: Z = 4, E = -13.655565 hartree
  E/Z^2 = -0.853473 hartree, sqrt(-E) = 3.695344 hartree^0.5
  small basis minus large basis = 2.5e-06 hartree
E/Z^2 at 1/Z = 0: -1.000000 hartree
He, Gaussian FCI cc-pVQZ: -2.902411 hartree
Largest second difference of E/Z^2, step 0.1: -0.002967 hartree
Concavity in Z, lower bound on He: -3.9038 hartree
Concavity in Z, upper bound on He: -0.9043 hartree
Concavity in 1/Z, lower bound on He: -2.9544 hartree
Concavity in 1/Z, upper bound on He: -2.8788 hartree
Upper bound from Li+ and 1/Z = 0: -2.8533 hartree
Bounds on sqrt(-E) of He: 1.700919 to 1.712295 hartree^0.5
Convex sqrt(-E), lower bound on He: -2.9320 hartree
Convex sqrt(-E), upper bound on He: -2.8931 hartree
Width of the bounds from Z: 2.9996 hartree
Width of the bounds from 1/Z: 0.0756 hartree
Width of the bounds from sqrt(-E): 0.0388 hartree
Scaled He state: <T> = 0.725931, <A> = 1.688317 (atomic units)
Scaled He state: <B> = 0.472910, slope = 0.472910 hartree
Scaled He state in Li+: -0.804749, excess 0.004130 hartree
Scaled He state in H-: -0.489476, excess 0.038267 hartree
Gap of E/Z^2 above the chord at He: 0.012664 hartree
He ionisation energy from 1/Z: 0.8788 to 0.9544 hartree
  = 23.91 to 25.97 eV
He ionisation energy from sqrt(-E): 0.8931 to 0.9320 hartree
  = 24.30 to 25.36 eV
He ionisation energy, direct: 0.9037 hartree = 24.59 eV
Li, three-electron FCI, s and p basis: -7.4717 hartree
Be+, three-electron FCI, s and p basis: -14.3161 hartree
B2+, three-electron FCI, s and p basis: -23.4118 hartree
Be+ lower bound from Z: -15.4418 hartree
Be+ lower bound from 1/Z: -14.3459 hartree
Be+ lower bound from sqrt(-E): -14.3339 hartree
\end{verbatim}
